# Null Conditions and Zones of a Polariser–Compensator–Sample–Analyser Ellipsometer: a program that tests the result

```python
# RESULT UNDER TEST
# A polariser - compensator - sample - analyser ellipsometer with a quarter-wave
# plate (fast axis at +45 deg) is dark at exactly two settings modulo 180 deg:
#   zone 1: A = +psi, P = 135 deg - Delta/2
#   zone 2: A = -psi, P =  45 deg - Delta/2
# P, A, C: azimuths of polariser, analyser, compensator fast axis, from p towards s.
# r_p/r_s = tan(psi) exp(i Delta), time factor exp(+i omega t), index n - i k.
# delta: retardance; T: slow/fast amplitude ratio of the compensator.
# For every such compensator, tan(A1) tan(A2) = -tan(psi)^2 is also tested.
# Angles are in radians inside the program and in degrees in the output.
import math
import numpy as np
from scipy.optimize import root, brentq

PI = math.pi
deg = PI / 180


def signal(t, P, A, C, delta, T, psi, Delta):
    """Real field at the detector at phase t = omega*time, from delayed waves.
    The sample is scaled so that |r_p|^2 + |r_s|^2 = 1."""
    def fast(u):
        return math.cos(P - C) * math.cos(u)

    def slow(u):
        return T * math.sin(P - C) * math.cos(u - delta)
    tp = t + Delta
    e_p = fast(tp) * math.cos(C) - slow(tp) * math.sin(C)
    e_s = fast(t) * math.sin(C) + slow(t) * math.cos(C)
    return (math.sin(psi) * math.cos(A) * e_p
            + math.cos(psi) * math.sin(A) * e_s)


def intensity(*setting):
    """Time-averaged intensity relative to that behind the polariser."""
    times = np.arange(8) * PI / 4
    return 2 * np.mean([signal(t, *setting)**2 for t in times])


def axis_gap(a, b):
    return (a - b + PI / 2) % PI - PI / 2


def phase_gap(a, b):
    return (a - b + PI) % (2 * PI) - PI


def find_nulls(C, delta, T, psi, Delta):
    """All dark settings, searched from a grid of starting points."""
    def residual(v):
        return [signal(t, v[0], v[1], C, delta, T, psi, Delta)
                for t in (0.0, PI / 2)]
    found = []
    for P0 in (np.arange(6) + 0.37) * PI / 6:
        for A0 in (np.arange(6) + 0.41) * PI / 6:
            sol = root(residual, [P0, A0], tol=1e-13)
            if max(abs(r) for r in residual(sol.x)) > 1e-11:
                continue
            P, A = sol.x[0] % PI, axis_gap(sol.x[1], 0.0)
            if all(abs(axis_gap(P, q[0])) + abs(axis_gap(A, q[1])) > 1e-6
                   for q in found):
                found.append((P, A))
    assert len(found) == 2, "there must be exactly two nulls"
    return sorted(found, key=lambda q: -q[1])   # larger analyser azimuth first


def ideal_decode(P, A, C_sign):
    """psi and Delta from one null by the ideal quarter-wave formulas."""
    if C_sign > 0:
        Delta = 1.5 * PI - 2 * P if A > 0 else 0.5 * PI - 2 * P
    else:
        Delta = 2 * P + 0.5 * PI if A > 0 else 2 * P - 0.5 * PI
    return abs(A), Delta % (2 * PI)


def reading_errors(C_sign, c, eta, tau, psi, Delta):
    """Errors (psi, Delta) of both zones for an imperfect compensator."""
    nulls = find_nulls(C_sign * PI / 4 + c, PI / 2 + eta, 1 + tau, psi, Delta)
    assert nulls[0][1] > 0 > nulls[1][1]
    out = []
    for P, A in nulls:
        p, D = ideal_decode(P, A, C_sign)
        out.append((p - psi, phase_gap(D, Delta)))
    return np.array(out), nulls


# ---- null conditions for several samples, both compensator settings ----
samples = [(10 * deg, 179 * deg), (25 * deg, 75 * deg),
           (44 * deg, 250 * deg), (70 * deg, 310 * deg)]
worst_null = 0.0
for psi, Delta in samples:
    z1, z2 = find_nulls(PI / 4, PI / 2, 1.0, psi, Delta)
    gaps = [axis_gap(z1[1], psi), axis_gap(z1[0], 0.75 * PI - Delta / 2),
            axis_gap(z2[1], -psi), axis_gap(z2[0], 0.25 * PI - Delta / 2)]
    err_minus, _ = reading_errors(-1, 0, 0, 0, psi, Delta)
    worst_null = max(worst_null, np.abs(gaps).max(), np.abs(err_minus).max())
assert worst_null < 1e-8

# ---- transmitted intensity around the null, at arbitrary settings ----
rng = np.random.default_rng(4)
worst_intensity = 0.0
for psi, Delta in samples:
    for P, A in rng.uniform(-PI / 2, PI / 2, (20, 2)):
        p = P - (0.75 * PI - Delta / 2)
        formula = 0.5 * (math.sin(A - psi)**2
                         + math.sin(2 * psi) * math.sin(2 * A) * math.sin(p)**2)
        direct = intensity(P, A, PI / 4, PI / 2, 1.0, psi, Delta)
        worst_intensity = max(worst_intensity, abs(formula - direct))
assert worst_intensity < 1e-12

# ---- product rule for arbitrary lossy compensators at arbitrary azimuth ----
worst_product = 0.0
for C, delta, T in [(20 * deg, 70 * deg, 0.7), (45 * deg, 110 * deg, 0.8),
                    (-33 * deg, 60 * deg, 1.2)]:
    for psi, Delta in samples[1:]:
        (_, A1), (_, A2) = find_nulls(C, delta, T, psi, Delta)
        assert A1 > 0 > A2
        ratio = -math.tan(A1) * math.tan(A2) / math.tan(psi)**2
        worst_product = max(worst_product, abs(ratio - 1))
assert worst_product < 1e-7

# ---- first-order response to compensator errors ----
h = 1e-4
worst_slope = 0.0
for psi, Delta in samples[1:3]:
    s2, sD, cD = math.sin(2 * psi), math.sin(Delta), math.cos(Delta)
    # rows: zone 1, zone 2; columns: psi error, Delta error
    predicted = [np.array([[s2 * cD, -2], [-s2 * cD, -2]]),
                 np.array([[s2 * sD / 2, 0], [-s2 * sD / 2, 0]]),
                 np.array([[0, sD], [0, -sD]])]
    for k in range(3):
        step = np.eye(3)[k] * h
        slopes = {}
        for sign in (1, -1):
            up, _ = reading_errors(sign, *step, psi, Delta)
            down, _ = reading_errors(sign, *(-step), psi, Delta)
            slopes[sign] = (up - down) / (2 * h)
        four_zone = (slopes[1].mean(axis=0) + slopes[-1].mean(axis=0)) / 2
        worst_slope = max(worst_slope, np.abs(slopes[1] - predicted[k]).max(),
                          np.abs(four_zone).max())
        if k == 0:
            assert abs(slopes[-1].mean(axis=0)[1] - 2) < 1e-5
assert worst_slope < 1e-5


# ---- worked example: oxide on silicon ----
wavelength = 632.8                      # nm
angle = 70 * deg
n_oxide, n_silicon = 1.46, 3.88 - 0.02j  # rough typical values
thickness = 20.0                        # nm


def film_rho(layers, theta):
    """r_p/r_s by characteristic matrices; layers = [(index, nm), ...] from air."""
    def cosine(n):
        return np.sqrt(1 - (math.sin(theta) / n)**2 + 0j)
    r = {}
    for pol in "ps":
        def admittance(n):
            return n / cosine(n) if pol == "p" else n * cosine(n)
        vec = np.array([1, admittance(n_silicon)], complex)
        for n, d in reversed(layers):
            b = 2 * PI * n * d * cosine(n) / wavelength
            y = admittance(n)
            vec = np.array([[np.cos(b), 1j * np.sin(b) / y],
                            [1j * y * np.sin(b), np.cos(b)]]) @ vec
        Y, y0 = vec[1] / vec[0], admittance(1.0)
        r[pol] = (y0 - Y) / (y0 + Y)
    return -r["p"] / r["s"]             # p axis reverses with the beam direction


def summed_reflections_rho(d, theta):
    n = [1.0, n_oxide, n_silicon]
    c = [np.sqrt(1 - (math.sin(theta) / m)**2 + 0j) for m in n]
    turn = np.exp(-4j * PI * n_oxide * d * c[1] / wavelength)
    total = []
    for pol in "ps":
        f = []
        for i in (0, 1):
            if pol == "p":
                a, b = n[i + 1] * c[i], n[i] * c[i + 1]
            else:
                a, b = n[i] * c[i], n[i + 1] * c[i + 1]
            f.append((a - b) / (a + b))
        total.append((f[0] + f[1] * turn) / (1 + f[0] * f[1] * turn))
    return total[0] / total[1]


def psi_delta(rho):
    return math.atan(abs(rho)), float(np.angle(rho)) % (2 * PI)


rho = film_rho([(n_oxide, thickness)], angle)
film_gap = abs(rho - summed_reflections_rho(thickness, angle))
assert film_gap < 1e-12
psi, Delta = psi_delta(rho)
D_up = psi_delta(film_rho([(n_oxide, thickness + 0.01)], angle))[1]
D_down = psi_delta(film_rho([(n_oxide, thickness - 0.01)], angle))[1]
slope = phase_gap(D_up, D_down) / 0.02  # rad per nm

print("wavelength %.1f nm, incidence %.1f deg" % (wavelength, angle / deg))
print("rough indices: oxide %.2f, silicon %.2f - %.2fi"
      % (n_oxide, n_silicon.real, -n_silicon.imag))
print("oxide thickness %.1f nm" % thickness)
print("rho = %.5f %+.5f i" % (rho.real, rho.imag))
print("psi = %.3f deg, Delta = %.3f deg" % (psi / deg, Delta / deg))
print("dDelta/dthickness = %.3f deg/nm" % (slope / deg))
print("ideal plate, nulls found by search (deg):")
for sign in (1, -1):
    _, nulls = reading_errors(sign, 0, 0, 0, psi, Delta)
    for P, A in nulls:
        print("  C %+.0f: P = %.3f, A = %+.3f" % (45 * sign, P / deg, A / deg))

c, eta, tau = 0.1 * deg, 2 * deg, -0.01
print("real plate: azimuth error %.2f deg, retardance %.1f deg, T = %.2f"
      % (c / deg, 90 + eta / deg, 1 + tau))
pair_means, singles = [], []
for sign in (1, -1):
    errors, nulls = reading_errors(sign, c, eta, tau, psi, Delta)
    for (P, A), (ep, eD) in zip(nulls, errors):
        print("  C %+.0f: P = %.3f, A = %+.3f deg" % (45 * sign, P / deg, A / deg))
        print("    errors: psi %+.3f, Delta %+.3f deg; thickness %+.3f nm"
              % (ep / deg, eD / deg, eD / slope))
    singles.append(errors)
    pair_means.append(errors.mean(axis=0))
    root_product = math.atan(math.sqrt(-math.tan(nulls[0][1])
                                       * math.tan(nulls[1][1])))
    assert abs(root_product - psi) < 1e-8
    print("  psi from product rule, C %+.0f: %.3f deg"
          % (45 * sign, root_product / deg))
four = (pair_means[0] + pair_means[1]) / 2
for name, e in [("two-zone mean, C +45", pair_means[0]),
                ("two-zone mean, C -45", pair_means[1]),
                ("four-zone mean", four)]:
    print("%s: psi %+.4f, Delta %+.4f deg; %+.4f nm"
          % (name, e[0] / deg, e[1] / deg, e[1] / slope))
largest_single = np.abs(np.vstack(singles)).max(axis=0)
assert np.all(np.abs(four) < 0.2 * largest_single)

# ---- effects outside the ideal model, with rough assumed sizes ----
leak = 1e-5                             # polariser extinction ratio
P1 = 0.75 * PI - Delta / 2


def leaky(P, A):
    return (intensity(P, A, PI / 4, PI / 2, 1.0, psi, Delta)
            + leak * intensity(P + PI / 2, A, PI / 4, PI / 2, 1.0, psi, Delta))


I0, I45, I90 = (leaky(P1, a) for a in (0.0, PI / 4, PI / 2))
cos_part, sin_part = (I0 - I90) / 2, I45 - (I0 + I90) / 2
A_min = math.atan2(-sin_part, -cos_part) / 2
floor = leaky(P1, psi)
double = brentq(lambda p: leaky(P1 + p, psi) - 2 * floor, 0, 0.1)
print("extinction ratio %.0e: dark level %.2e of polarised input" % (leak, floor))
print("  shift of analyser minimum %.1e deg" % (axis_gap(A_min, psi) / deg))
print("  polariser offset that doubles the dark level %.3f deg" % (double / deg))

tilt = 0.05 * deg
D_tilt = psi_delta(film_rho([(n_oxide, thickness)], angle + tilt))[1]
e = phase_gap(D_tilt, Delta)
print("incidence error %.2f deg: Delta %+.3f deg, %+.3f nm"
      % (tilt / deg, e / deg, e / slope))

warming, relative_drift = 10.0, -1e-4   # K; retardance change per K
eta_T = warming * relative_drift * PI / 2
e_T, _ = reading_errors(1, 0, eta_T, 0, psi, Delta)
print("plate warmed by %.0f K at %.0e per K: retardance %+.3f deg"
      % (warming, relative_drift, eta_T / deg))
print("  zone 1 psi error %+.4f deg" % (e_T[0, 0] / deg))

n_mid, d_mid = 2.5, 0.5                 # transition layer under the oxide
D_mid = psi_delta(film_rho([(n_oxide, thickness), (n_mid, d_mid)], angle))[1]
e = phase_gap(D_mid, Delta)
print("transition layer %.1f nm, index %.1f: Delta %+.3f deg, %+.3f nm"
      % (d_mid, n_mid, e / deg, e / slope))

print("largest null-formula deviation %.1e rad" % worst_null)
print("largest intensity-formula deviation %.1e" % worst_intensity)
print("largest relative product-rule deviation %.1e" % worst_product)
print("largest first-order coefficient deviation %.1e" % worst_slope)
print("film response, two methods differ by %.1e" % film_gap)
print("finished without a failed check")
```

It prints:

```
wavelength 632.8 nm, incidence 70.0 deg
rough indices: oxide 1.46, silicon 3.88 - 0.02i
oxide thickness 20.0 nm
rho = -0.15848 +0.18555 i
psi = 13.713 deg, Delta = 130.501 deg
dDelta/dthickness = -1.809 deg/nm
ideal plate, nulls found by search (deg):
  C +45: P = 69.749, A = +13.713
  C +45: P = 159.749, A = -13.713
  C -45: P = 20.251, A = +13.713
  C -45: P = 110.251, A = -13.713
real plate: azimuth error 0.10 deg, retardance 92.0 deg, T = 0.99
  C +45: P = 70.080, A = +14.037 deg
    errors: psi +0.324, Delta -0.661 deg; thickness +0.365 nm
  C +45: P = 159.642, A = -13.396 deg
    errors: psi -0.317, Delta +0.215 deg; thickness -0.119 nm
  psi from product rule, C +45: 13.713 deg
  C -45: P = 20.562, A = +13.338 deg
    errors: psi -0.375, Delta +0.623 deg; thickness -0.345 nm
  C -45: P = 110.124, A = -14.098 deg
    errors: psi +0.385, Delta -0.252 deg; thickness +0.140 nm
  psi from product rule, C -45: 13.713 deg
two-zone mean, C +45: psi +0.0035, Delta -0.2225 deg; +0.1230 nm
two-zone mean, C -45: psi +0.0049, Delta +0.1855 deg; -0.1026 nm
four-zone mean: psi +0.0042, Delta -0.0185 deg; +0.0102 nm
extinction ratio 1e-05: dark level 1.06e-06 of polarised input
  shift of analyser minimum -2.3e-04 deg
  polariser offset that doubles the dark level 0.181 deg
incidence error 0.05 deg: Delta -0.291 deg, +0.161 nm
plate warmed by 10 K at -1e-04 per K: retardance -0.090 deg
  zone 1 psi error -0.0158 deg
transition layer 0.5 nm, index 2.5: Delta -0.999 deg, +0.552 nm
largest null-formula deviation 5.3e-15 rad
largest intensity-formula deviation 3.3e-16
largest relative product-rule deviation 1.1e-14
largest first-order coefficient deviation 4.0e-09
film response, two methods differ by 1.2e-16
finished without a failed check
```
